# Spin zeros of quantum oscillations in a tilted two-dimensional metal

## Question

A two-dimensional metal has a single parabolic band with cyclotron mass $m=r\,m_e$, $r=0.6$, and an isotropic electron g-factor $g=2$. A magnetic field $B$ makes an angle $\theta$ with the layer normal. The layer is so thin that electrons cannot move along the normal. Spin-orbit coupling is absent, both spins are scattered equally, and many Landau levels are filled.

For the numerical parts take an oscillation frequency $F=600$ T at normal field, a total field of 30 T, a temperature of 1 K and a quantum mobility $\mu_q=3000$ cm²/Vs. These are round model values.

- **(a)** Find the energy levels and the ratio $S$ of Zeeman to cyclotron energy.
- **(b)** Derive the oscillating part of the grand potential for one spin, then for both.
- **(c)** Find every tilt angle between 0 and 90° at which the fundamental oscillation cancels.
- **(d)** What remains of the oscillation at such an angle? Does the cancellation survive if the electron density, and not the chemical potential, is fixed?
- **(e)** How visible are the first four cancellations at 30 T?
- **(f)** How sharp is the first one, and what would shift or fill it in a real metal?

## Model answers

### (a) Levels

For motion confined to the plane, the in-plane field component gives a Lorentz force along the normal, which the confinement balances. The orbit therefore feels only $B_\perp=B\cos\theta$, while the spin moment feels all of $B$:

$$E_{j,\pm}=\hbar\omega_c\left(j+\tfrac12\right)\pm\tfrac12 g\mu_BB,\qquad \omega_c=\frac{eB\cos\theta}{m},\quad j=0,1,2,\dots$$

With $\mu_B=e\hbar/2m_e$,

$$S=\frac{g\mu_BB}{\hbar\omega_c}=\frac{g\,e\hbar B}{2m_e}\,\frac{m}{\hbar eB\cos\theta}=\frac{g\,r}{2\cos\theta}.$$

The field strength drops out, so tilt alone controls $S$. At $\theta=0$, $S=0.60$.

### (b) Grand potential

**One spin at zero temperature.** Measure energies in $\hbar\omega_c$, and let $y$ be the chemical potential minus the spin energy. Write $y=N+\delta$ with $N$ an integer and $|\delta|\le\frac12$. The $N$ levels $j=0,\dots,N-1$ lie below $y$. Per unit of level degeneracy, the grand potential is

$$G_0=-\sum_{j=0}^{N-1}\left(y-j-\tfrac12\right)=-Ny+\tfrac12N^2=-\tfrac12y^2+\tfrac12\delta^2 .$$

The last term has period 1 in $y$ and is even, so it is a cosine series with mean $1/24$. Its coefficients follow from two integrations by parts. The first boundary term vanishes because $\sin\pi p=0$:

$$a_p=\int_{-1/2}^{1/2}\delta^2\cos(2\pi p\delta)\,d\delta=-\frac1{\pi p}\int_{-1/2}^{1/2}\delta\sin(2\pi p\delta)\,d\delta=-\frac{1}{\pi p}\left[-\frac{(-1)^p}{2\pi p}\right]=\frac{(-1)^p}{2\pi^2p^2}.$$

**Temperature.** Let $t=k_BT/\hbar\omega_c$. A level at distance $z$ below $y$ contributes $-t\ln(1+e^{z/t})$. The second derivative of this is $-K(z)$, with $K(z)=1/[4t\cosh^2(z/2t)]$. At $T=0$ the contribution is $-z$ for $z>0$ and zero otherwise, with second derivative $-\delta_D(z)$, where $\delta_D$ is the Dirac delta function. Both contributions vanish as $z\to-\infty$, so heating convolves $G_0$ with $K$. This multiplies harmonic $p$ by

$$R_T(p)=\int_{-\infty}^{\infty}\frac{e^{iku}}{4\cosh^2(u/2)}\,du,\qquad k=2\pi pt .$$

Shifting the contour up by $2\pi i$ multiplies the integral by $e^{-2\pi k}$. The strip between the contours contains one double pole, at $u=i\pi$. With $u=i\pi+w$ the integrand is $-e^{-\pi k}e^{ikw}/w^2$ plus regular terms, so the residue is $-ik\,e^{-\pi k}$. Hence

$$(1-e^{-2\pi k})R_T=2\pi k\,e^{-\pi k}\quad\Rightarrow\quad R_T(p)=\frac{X}{\sinh X},\qquad X=\pi k=\frac{2\pi^2p\,k_BT}{\hbar\omega_c}.$$

**Both spins.** Let $E_F$ be the chemical potential above the zero-field band bottom, held fixed, and define $F=mE_F/\hbar e$. Then

$$x=\frac{E_F}{\hbar\omega_c}=\frac{F}{B\cos\theta},\qquad y_\pm=x\mp\tfrac12S .$$

Because $\cos(\alpha-\beta)+\cos(\alpha+\beta)=2\cos\alpha\cos\beta$, the oscillating part is

$$G_{\rm osc}=\sum_{p\ge1}\frac{(-1)^p}{\pi^2p^2}\,R_T(p)\,\cos(\pi pS)\,\cos\!\left(\frac{2\pi pF}{B\cos\theta}\right).$$

The Zeeman energy is proportional to $B$, so it shifts the phases of the two spin contributions by opposite constants and leaves their frequency unchanged. Their interference gives the fundamental a spin factor $R=\cos\pi S$.

### (c) The angles

The fundamental, $p=1$, vanishes when $\cos\pi S=0$, that is, $S=n+\frac12$. Since $S>0$, $n=0,1,2,\dots$. Inserting $S$ from (a),

$$\boxed{\cos\theta_n=\frac{g\,r}{2n+1}=\frac{1.2}{2n+1}}$$

The case $n=0$ requires $\cos\theta=1.2$ and has no real angle: already at normal field $S=0.60$ exceeds $\frac12$, and tilting only increases it. The solutions are

$$\theta_1=66.42^\circ,\quad\theta_2=76.11^\circ,\quad\theta_3=80.13^\circ,\quad\theta_4=82.34^\circ,\ \dots$$

In this model there are infinitely many, accumulating at 90°. An $n=0$ zero would exist for $g\,r\le1$.

A direct sum over the levels at 1 K, with the field swept over $45\le x\le55$ and the tilt scanned from 0 to 81.5°, gives three sign changes of the fundamental, at 66.422°, 76.113° and 80.129°.

At normal field $R=\cos(0.6\pi)=-0.309$. As the tilt grows, $R$ reaches $-1$ at $S=1$ ($\cos\theta=0.6$), crosses zero at $\theta_1$, and reaches $+1$ at $S=2$ ($\cos\theta=0.3$). The sign change at each zero appears as a jump of $\pi$ in the oscillation phase.

One measured zero gives $g\,r$ only if $n$ is known. Two neighbouring zeros fix $n$, because $\cos\theta_n/\cos\theta_{n+1}=(2n+3)/(2n+1)$. Here $0.40/0.24=5/3$, hence $n=1$.

### (d) What remains

At $S=n+\frac12$ one spin ladder is displaced from the other by a half-integer number of level spacings. Away from the band bottom, the two interleave into a single ladder of spacing $\hbar\omega_c/2$. Odd harmonics cancel, since $\cos[\pi p(n+\frac12)]=0$ for odd $p$. The second harmonic has the spin factor $\cos[2\pi(n+\frac12)]=-1$, its full magnitude. The metal still oscillates, at twice the fundamental frequency.

This holds for the grand potential and for the magnetization along $B$. The magnetic torque is a derivative with respect to $\theta$, which also acts on the spin factor. Differentiating $\cos\pi S$ gives $\pi S\tan\theta$ in size, while differentiating the phase gives $2\pi x\tan\theta$. At a zero the torque therefore keeps a fundamental of about $S/2x$ of its unsplit size, or 1.5% at $\theta_1$ and 30 T, where $x=50$.

**Fixed density.** Now the chemical potential, $z$ in units of $\hbar\omega_c$, varies with field. The electron number per unit of level degeneracy is $-\partial G/\partial z=2z-P'(z)$, where $P$ is the oscillating part of $G$. The degeneracy per area is $eB_\perp/h$. With $F=n_eh/2e$ for density $n_e$, the number to be accommodated is $2x$:

$$2z-P'(z)=2x .$$

At a spin zero $P'$ has period $\frac12$. If $(z,x)$ solves this equation at fixed $t$, so does $(z+\frac12,x+\frac12)$. Therefore $z-x$ has period $\frac12$ in $x$ and contains no fundamental. The same holds for the oscillating part of the free energy, which determines the magnetization at fixed density: per unit of level degeneracy, and apart from a smooth term that depends only on $t$, $G+2xz=x^2-\frac14S^2-(z-x)^2+P(z)$, and the last two terms both have period $\frac12$ in $x$. In a real sweep $t$ changes slowly with field. Solving the equation numerically at 3 K over $45\le x\le55$ and taking the Fourier component with a Hann window leaves a fundamental in $z-x$ of $1.3\times10^{-5}$ of its value without Zeeman splitting. This small number is leakage that depends on the window: it is $2\times10^{-3}$ with no window and $5\times10^{-7}$ with a squared Hann window, and it drops to rounding error if $t$ is held constant. The cancellation survives.

### (e) Visibility at 30 T

Scattering is modelled here by broadening each level into a Lorentzian of half-width $\Gamma=\hbar/2\tau$, with $\tau$ the quantum lifetime and $\mu_q=e\tau/m$. In units of $\hbar\omega_c$ the half-width is $\gamma=1/(2\omega_c\tau)=1/(2\mu_qB_\perp)$. Convolution with the Lorentzian multiplies harmonic $p$ by its Fourier transform. Closing the contour around the pole at $u=i\gamma$,

$$R_D(p)=\int_{-\infty}^{\infty}\frac{\gamma}{\pi}\frac{e^{2\pi ipu}}{u^2+\gamma^2}\,du=e^{-2\pi p\gamma}=\exp\!\left(-\frac{\pi p}{\mu_qB_\perp}\right).$$

At the first zero $B_\perp=30\times0.4=12$ T and $\mu_qB_\perp=0.30\times12=3.6$, so $R_D=e^{-\pi/3.6}=0.418$. At fixed total field:

| $n$ | $B_\perp$ (T) | $\hbar\omega_c$ (meV) | $R_T$ | $R_D$ | $R_TR_D$ |
|---|---|---|---|---|---|
| 1 | 12.00 | 2.315 | 0.915 | 0.418 | 0.38 |
| 2 | 7.20 | 1.389 | 0.788 | 0.234 | 0.18 |
| 3 | 5.14 | 0.992 | 0.638 | 0.131 | 0.08 |
| 4 | 4.00 | 0.772 | 0.492 | 0.073 | 0.04 |

At fixed chemical potential, the last column is the damping of the fundamental near the zero, apart from the spin factor and any power of the field that the measured quantity carries. It falls about tenfold from $n=1$ to $n=4$, so noise limits how many zeros can be identified.

In the magnetization at fixed chemical potential, differentiating the rapidly varying phase turns the weight $1/p^2$ into $1/p$. At $\theta_1$ the surviving second harmonic is then $R_T(2)R_D(2)/[2R_T(1)R_D(1)]=0.163$ of the fundamental that would be present without Zeeman splitting. This figure depends on the assumed line shape. The self-consistent Born approximation for short-range scatterers in two dimensions gives the same $R_D(1)$, so the table is unchanged, but its second harmonic has relative size 0.12 and the opposite sign.

### (f) Sharpness and neglected effects

**Alignment.** Since $dS/d\theta=S\tan\theta$,

$$\left|\frac{dR}{d\theta}\right|_{\theta_n}=\pi S\tan\theta_n .$$

At $\theta_1$ this is $\pi\times1.5\times2.29=10.8$ per radian, or 0.188 per degree. An error of 0.5° restores about 10% of the unsplit fundamental. These values are for fixed chemical potential. At fixed density, with the broadening of (e), the slope is 0.180 per degree, and it is smaller still in a cleaner sample.

**The g-factor.** Differentiating $\cos\theta_1=g\,r/3$ at fixed mass gives $d\theta_1=-\cot\theta_1\,dg/g$. An assumed 1% increase, as might come from anisotropy, moves the zero by $-0.25^\circ$. An assumed 10% increase from electron interactions gives $\cos\theta_1=0.44$ and $\theta_1=63.90^\circ$, a shift of $-2.53^\circ$.

**Unequal scattering.** Let the spin amplitudes be $e^{-a_+}$ and $e^{-a_-}$. At a zero they have opposite phases, and the residue relative to their sum is

$$\frac{|e^{-a_+}-e^{-a_-}|}{e^{-a_+}+e^{-a_-}}=\tanh\frac{|a_+-a_-|}{2}.$$

The constant two-dimensional density of states gives a spin polarization equal to the Zeeman energy over $2E_F$: $3.473/(2\times115.8)=1.50\%$. If each spin's mobility is proportional to its density, which is an assumption, the residue is 1.31% at fixed chemical potential (1.4% at fixed density). The zero becomes a deep minimum that does not quite reach zero.

**Interlayer hopping.** Add $-2t_\perp\cos(k_zd)$ to the energy, with $t_\perp=0.05$ meV and layer spacing $d=1.5$ nm. The orbit lies in a plane normal to $B$, so $k_z=k_{z0}-k_F\tan\theta\cos\varphi$, where $\varphi$ is the angle around the orbit. Averaging over $\varphi$ gives the energy $-2t_\perp\cos(k_{z0}d)\,J_0(k_Fd\tan\theta)$, which shifts the oscillation phase by $-2\pi/\hbar\omega_c$ times this energy. Averaging over $k_{z0}$ then yields, to first order in $t_\perp$ in the phase, the factor

$$J_0\!\left[\frac{4\pi t_\perp}{\hbar\omega_c}J_0(k_Fd\tan\theta)\right]=0.9985$$

at $\theta_1$, with $k_F=1.350$ nm⁻¹. It is nearly the same for both spins, so at this order it does not move the zero. The formula assumes coherent motion between layers. Here the scattering width $\hbar/\tau=0.64$ meV exceeds the interlayer bandwidth $4t_\perp=0.20$ meV, so the factor is only an estimate showing that the effect is small.

**Comparison with real metals.** The parameters lie roughly in the regime of layered organic metals, which have weakly coupled layers, g-factors near 2 and frequencies of hundreds to thousands of tesla. A mass of 0.6 is light for this class, where one to a few free-electron masses is more typical, so the angles above should not be carried over to a particular compound. Of the physical effects sized here, only a change of $g$ moves the first zero appreciably, by about 0.25° for each per cent (0.14°, 0.10° and 0.08° for $n=2,3,4$). Unequal scattering fills it, and weak interlayer hopping slightly reduces the signal around it. Real crystals may also have several Fermi-surface pockets or magnetic breakdown between orbits. The angle formula then applies only to a frequency that can be isolated and belongs to one orbit on a nearly cylindrical Fermi surface, with that orbit's own normal-field mass and g-factor. An electron-phonon enhancement $1+\lambda$ rescales the cyclotron and Zeeman energies alike and cancels in $S$, but it does enter the mass fitted from $R_T$. For $\lambda=0.5$ that fit gives 0.9, which with $g=2$ would predict 53.1°, while the first zero stays at 66.4°. There the mass grows as $1/\cos\theta$. On a closed ellipsoid of revolution about the layer normal it grows more slowly, stays constant or, if the pocket is flattened along that axis, falls. If the axis of the pocket is tilted from the normal, the mass can also grow faster than $1/\cos\theta$ or vary non-monotonically. Zeros can then move, disappear or appear where the cylinder has none.

## Calculated quantities

```
g-factor: 2.0; cyclotron mass: 0.6 free-electron masses
frequency at normal field: 600 T; total field: 30 T
temperature: 1.0 K; quantum mobility: 3000 cm2/Vs
layer spacing: 1.5 nm; interlayer hopping: 0.05 meV
Fermi energy: 115.8 meV; Fermi wavenumber: 1.350 1/nm
electron density per layer: 2.902e+13 1/cm2
Zeeman energy at total field: 3.473 meV
cos(theta) demanded by n=0: 1.20 (no real angle)
S at zero tilt: 0.60; spin factor there: -0.3090
n=1: cos(theta)=0.4000, theta=66.42 deg, S=1.50
  B_perp=12.00 T, cyclotron energy=2.315 meV
  thermal factor=0.915, broadening factor=0.418
n=2: cos(theta)=0.2400, theta=76.11 deg, S=2.50
  B_perp=7.20 T, cyclotron energy=1.389 meV
  thermal factor=0.788, broadening factor=0.234
n=3: cos(theta)=0.1714, theta=80.13 deg, S=3.50
  B_perp=5.14 T, cyclotron energy=0.992 meV
  thermal factor=0.638, broadening factor=0.131
n=4: cos(theta)=0.1333, theta=82.34 deg, S=4.50
  B_perp=4.00 T, cyclotron energy=0.772 meV
  thermal factor=0.492, broadening factor=0.073
zero 1 located from level sums: 66.422 deg
zero 2 located from level sums: 76.113 deg
zero 3 located from level sums: 80.129 deg
second-harmonic spin factor at first zero: -1.0000
second harmonic / unsplit fundamental, magnetization: 0.163
fixed density, fundamental at first zero / no splitting: 1.3e-05
fixed density, fundamental at S=1 / no splitting: 1.000
slope of spin factor at first zero: 0.188 per deg
spin factor size 0.5 deg above first zero: 0.096
g raised by 1%: first zero at 66.17 deg, shift -0.25 deg
g raised by 10%: first zero at 63.90 deg, shift -2.53 deg
spin polarization at total field: 1.50 %
residue from unequal spin damping: 1.31 % of unsplit size
interlayer-hopping factor at first zero: 0.9985
```
